# Why vertex form factors break gauge invariance in scalar Compton scattering: a program that tests the result

```python
"""Compton scattering from an extended scalar with a nonlocal action.

Result under test: for the action phi^* G(X) phi, with X = (i d - a A)^2 and
G(x) = (x - kappa^2) f(x), minimal substitution creates contact terms that make
the Compton amplitude transverse and equal to that of a point scalar.
Multiplying only the one-photon vertices by f breaks gauge invariance.

Symbols: kappa = m c / hbar; lam = scale of f; p, p2 = scalar wave four-vectors
before and after; q1, q2 = absorbed and emitted photon; s = (p+q1)^2,
u = (p-q2)^2; e1, e2 = polarizations; F = charge form factor of the photon leg.
Wave vectors are in 1/fm, metric (+,-,-,-). Amplitudes are coefficients of a^n,
a = charge / hbar.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

METRIC = np.diag([1.0, -1.0, -1.0, -1.0])
HBARC = const.hbar * const.c / const.e * 1e6      # GeV fm
mass_GeV, scale_GeV, photon_GeV, angle_deg = 1.0, 0.8, 0.5, 120.0
kappa, lam, k1 = (x / HBARC for x in (mass_GeV, scale_GeV, photon_GeV))


def dot(a, b):
    return a @ METRIC @ b


def close(a, b, tol=1e-9):
    return abs(a - b) <= tol * (1 + abs(b))


def f(x):
    return np.exp(-((x - kappa**2) / lam**2) ** 2)


def G(x):
    return (x - kappa**2) * f(x)


def kernel(start, photons, extended=True):
    """Matrix of G(X) from its definition, each photon acting at most once.

    photons: list of (momentum gained by the scalar, polarization).
    A state is a bit mask of the photons that have already acted.
    """
    n = len(photons)
    size = 2**n
    mom = np.array([start + sum((photons[j][0] for j in range(n)
                                 if state >> j & 1), np.zeros(4))
                    for state in range(size)])
    X = np.zeros((size, size))
    for mu in range(4):
        Pi = np.diag(mom[:, mu])
        for state in range(size):
            for j in range(n):
                if not state >> j & 1:
                    Pi[state | 1 << j, state] -= photons[j][1][mu]
        X += METRIC[mu, mu] * Pi @ Pi
    D = X - kappa**2 * np.eye(size)
    if not extended:
        return D
    return D @ expm(-(D @ D) / lam**4)


def amputated(K):
    """Tree amplitude: eliminate all intermediate scalar states."""
    inner = np.linalg.solve(K[1:-1, 1:-1], K[1:-1, 0])
    return K[-1, 0] - K[-1, 1:-1] @ inner


def diagrams(p, q1, q2, e1, e2, power=0):
    """Local seagull, s pole and u pole; each pole multiplied by f**power."""
    p2 = p + q1 - q2
    s, u = dot(p + q1, p + q1), dot(p - q2, p - q2)
    s_pole = -dot(2*p + q1, e1) * dot(2*p2 + q2, e2) / (s - kappa**2)
    u_pole = -dot(2*p - q2, e2) * dot(2*p2 - q1, e1) / (u - kappa**2)
    return np.array([2 * dot(e1, e2), f(s)**power * s_pole,
                     f(u)**power * u_pole])


# Real Compton kinematics, scalar initially at rest
theta = np.radians(angle_deg)
k2 = k1 / (1 + k1 / kappa * (1 - np.cos(theta)))
direction = np.array([1, np.sin(theta), 0, np.cos(theta)])
p = np.array([kappa, 0, 0, 0])
q1 = k1 * np.array([1.0, 0, 0, 1])
q2 = k2 * direction
p2 = p + q1 - q2
assert close(dot(p2, p2), kappa**2)
s, u = dot(p + q1, p + q1), dot(p - q2, p - q2)
fs, fu = f(s), f(u)
ex, ey = np.array([0, 1.0, 0, 0]), np.array([0, 0, 1.0, 0])
e_in = np.array([0, np.cos(theta), 0, -np.sin(theta)])


def extended_amp(e1, e2):
    return amputated(kernel(p, [(q1, e1), (-q2, e2)]))


# Off-shell vertices: matrix function against divided differences
def dd1(a, b):
    return (G(a) - G(b)) / (a - b)


def dd2(a, b, c):
    return (dd1(a, b) - dd1(b, c)) / (a - c)


def vertex(k_out, k_in, e):
    return dot(k_out + k_in, e) * dd1(dot(k_out, k_out), dot(k_in, k_in))


po = kappa * np.array([1.1, 0.2, -0.1, 0.3])
po2 = po + q1 - q2
a1 = np.array([0.4, 0.7, -0.2, 0.5])
a2 = np.array([-0.3, 0.6, 0.8, 0.1])
x0, x1 = dot(po, po), dot(po2, po2)
so, uo = dot(po + q1, po + q1), dot(po - q2, po - q2)
assert close(kernel(po, [(q1, a1)])[-1, 0], -vertex(po + q1, po, a1))
contact_formula = (2 * dot(a1, a2) * dd1(x1, x0)
                   + dot(2*po + q1, a1) * dot(2*po2 + q2, a2) * dd2(x1, so, x0)
                   + dot(2*po2 - q1, a1) * dot(2*po - q2, a2) * dd2(x1, uo, x0))
assert close(kernel(po, [(q1, a1), (-q2, a2)])[-1, 0], contact_formula, 1e-8)
# Gauge identities of the one- and two-photon vertices
assert close(-kernel(po, [(q1, q1)])[-1, 0], G(so) - G(x0))
assert close(kernel(po, [(q1, q1), (-q2, a2)])[-1, 0],
             vertex(po2, po + q1, a2) - vertex(po - q2, po, a2), 1e-8)

# On-shell amplitude: transverse and equal to the point amplitude
for e2 in (a2, e_in, ey):
    assert close(extended_amp(a1, e2), diagrams(p, q1, q2, a1, e2).sum(), 1e-8)
    assert close(extended_amp(q1, e2), 0, 1e-8)
assert close(extended_amp(a1, q2), 0, 1e-8)

# Naive rule: size of the gauge violation, both propagator choices
violation = {}
for power in (1, 2):
    violation[power] = diagrams(p, q1, q2, q1, e_in, power).sum()
    predicted = (2 * (1 - fs**power) * dot(p2, e_in)
                 - 2 * (1 - fu**power) * dot(p, e_in))
    assert close(violation[power], predicted)
    assert abs(violation[power]) > 0.1


# A rescaled seagull cannot repair it: the needed factor is not unique
def needed_factor(e2):
    sea, s_pole, u_pole = diagrams(p, q1, q2, q1, e2, 2)
    return -(s_pole + u_pole) / sea


c_plane, c_shifted = needed_factor(e_in), needed_factor(e_in + q2 / kappa)
assert close(c_plane, fs**2)
assert abs(c_plane - c_shifted) > 0.01


# Polarizations purely spatial in the rest frame of the vector n
def spatial(e, q, n):
    return e - q * dot(e, n) / dot(q, n)


def average(amplitude, n):
    """Half the sum over polarizations of (amplitude / 2)^2."""
    return 0.5 * sum((amplitude(spatial(e1, q1, n), spatial(e2, q2, n)) / 2)**2
                     for e1 in (ex, ey) for e2 in (e_in, ey))


def naive(e1, e2):
    return diagrams(p, q1, q2, e1, e2, 2).sum()


def half_naive(e1, e2):
    return diagrams(p, q1, q2, e1, e2, 1).sum()


cm = p + q1
full_lab, full_cm = average(extended_amp, p), average(extended_amp, cm)
naive_lab, naive_cm = average(naive, p), average(naive, cm)
half_cm = average(half_naive, cm)
expected = (1 + np.cos(theta)**2) / 2
assert close(full_lab, expected, 1e-8) and close(full_cm, expected, 1e-8)
assert close(naive_lab, expected)
assert abs(naive_cm / expected - 1) > 0.05
assert abs(half_cm / expected - 1) > 0.02

# In-plane amplitude in the centre-of-mass choice, split into its parts
c1, c2 = spatial(ex, q1, cm), spatial(e_in, q2, cm)
seagull, s_point, u_point = diagrams(p, q1, q2, c1, c2)
K = kernel(p, [(q1, c1), (-q2, c2)])
extra_contact = K[-1, 0] - seagull
pole_part = amputated(K) - K[-1, 0]
assert close(s_point, 0)
assert close(extra_contact, (1 - fu) * u_point, 1e-8)
assert close(pole_part, fu * u_point, 1e-8)

# Three photons: the extended scalar still agrees with the point scalar
qb = 0.3 * kappa * np.array([1, 0.6, 0.8, 0])
total = p + q1 + qb
n3 = np.array([1, 0, 0.6, -0.8])
q3 = n3 * (dot(total, total) - kappa**2) / (2 * dot(total, n3))
a3 = np.array([0.2, -0.5, 0.3, 0.9])
three = [(q1, a1), (qb, a2), (-q3, a3)]
three_ext = amputated(kernel(p, three))
three_point = amputated(kernel(p, three, extended=False))
contact_three = kernel(p, three)[-1, 0]
assert close(three_ext, three_point, 1e-7)
assert abs(contact_three) > 1e-4
assert close(amputated(kernel(p, [(q1, q1)] + three[1:])), 0, 1e-7)


# Charge form factor through a gauge-covariant dressing of the photon field
def F(q_squared):
    return 1 / (1 - q_squared / lam**2)


def dressed(e, q):
    qq = dot(q, q)
    return F(qq) * e + (1 - F(qq)) * q * dot(q, e) / qq


Q = 0.5 / HBARC
energy = np.sqrt(kappa**2 + Q**2 / 4)
pa, pb = np.array([energy, 0, 0, -Q/2]), np.array([energy, 0, 0, Q/2])
qe = pb - pa
elastic = kernel(pa, [(qe, dressed(a1, qe))])[-1, 0]
assert close(elastic, -F(-Q**2) * dot(pa + pb, a1))


def density(r):      # 4 pi r^2 times the static charge density
    return lam**2 * r * np.exp(-lam * r)


r_max = 45 / lam
F_quad = quad(lambda r: density(r) * np.sinc(Q * r / np.pi), 0, r_max)[0]
radius = np.sqrt(quad(lambda r: density(r) * r**2, 0, r_max)[0])
h = 1e-3 * lam**2
slope = (F(h) - F(-h)) / (2 * h)
assert close(F_quad, F(-Q**2), 1e-7)
assert close(radius**2, 6 * slope, 1e-5)      # finite-difference error

# Virtual incoming photon
qv = k1 * np.array([1, 0, 0, 1.5])
tv = p + qv
qr = direction * (dot(tv, tv) - kappa**2) / (2 * dot(tv, direction))
Fv = F(dot(qv, qv))
virtual = amputated(kernel(p, [(qv, dressed(a1, qv)), (-qr, a2)]))
assert close(virtual, Fv * diagrams(p, qv, qr, a1, a2).sum(), 1e-8)
assert close(amputated(kernel(p, [(qv, dressed(qv, qv)), (-qr, a2)])), 0, 1e-8)
parts = diagrams(p, qv, qr, qv, e_in)
poles_only = parts[0] + Fv * (parts[1] + parts[2])
assert close(poles_only, 2 * (1 - Fv) * dot(qv, e_in))
assert abs(poles_only) > 0.1

print(f"hbar c = {HBARC:.6f} GeV fm")
print(f"scalar rest energy = {mass_GeV:.1f} GeV")
print(f"scale of f and of F = {scale_GeV:.1f} GeV")
print(f"kappa = {kappa:.4f} 1/fm")
print(f"lambda = {lam:.4f} 1/fm")
print(f"incoming photon energy (lab) = {photon_GeV:.1f} GeV")
print(f"scattering angle (lab) = {angle_deg:.0f} degrees")
print(f"outgoing photon energy (lab) = {k2 * HBARC:.4f} GeV")
print(f"s - kappa^2 = {s - kappa**2:.4f} 1/fm^2")
print(f"u - kappa^2 = {u - kappa**2:.4f} 1/fm^2")
print(f"f(s) = {fs:.5f} (dimensionless)")
print(f"f(u) = {fu:.5f} (dimensionless)")
print("Contraction with q1, in-plane e2 (lab choice):")
print(f"  naive, local propagators = {violation[2]:.4f} 1/fm")
print(f"  naive, dressed propagators = {violation[1]:.4f} 1/fm")
print(f"  nonlocal action, magnitude below 1e-8 1/fm: "
      f"{abs(extended_amp(q1, e_in)) < 1e-8}")
print("Seagull factor needed by the naive rule (dimensionless):")
print(f"  e2 in plane = {c_plane:.5f}")
print(f"  e2 shifted by q2/kappa = {c_shifted:.5f}")
print("Polarization average of (amplitude/2)^2 (dimensionless):")
print(f"  nonlocal action, lab choice = {full_lab:.5f}")
print(f"  nonlocal action, centre-of-mass choice = {full_cm:.5f}")
print(f"  naive, lab choice = {naive_lab:.5f}")
print(f"  naive, centre-of-mass choice = {naive_cm:.5f}")
print(f"  naive with dressed propagators, c.m. choice = {half_cm:.5f}")
print(f"  naive c.m. excess over true value = "
      f"{100 * (naive_cm / full_cm - 1):.2f} percent")
print("In-plane amplitude, centre-of-mass choice (dimensionless):")
print(f"  local seagull = {seagull:.5f}")
print(f"  extra contact term = {extra_contact:.5f}")
print(f"  pole part with f = {pole_part:.5f}")
print(f"  total = {amputated(K):.5f}")
print(f"  point-scalar u pole = {u_point:.5f}")
print(f"  naive total = {naive(c1, c2):.5f}")
print("Three-photon test amplitude:")
print(f"  extended scalar = {three_ext:.6f} fm")
print(f"  point scalar = {three_point:.6f} fm")
print("Charge form factor:")
print(f"  momentum transfer hbar c Q = {Q * HBARC:.1f} GeV")
print(f"  F(-Q^2) = {F(-Q**2):.5f} (dimensionless)")
print(f"  rms charge radius = {radius:.4f} fm = {radius * 1e-15:.4e} m")
print("Virtual incoming photon:")
print(f"  q1^2 = {dot(qv, qv):.4f} 1/fm^2")
print(f"  F(q1^2) = {Fv:.5f} (dimensionless)")
print(f"  contraction if F multiplies poles only = {poles_only:.4f} 1/fm")
print("every check passed")
```

Output:

```
hbar c = 0.197327 GeV fm
scalar rest energy = 1.0 GeV
scale of f and of F = 0.8 GeV
kappa = 5.0677 1/fm
lambda = 4.0542 1/fm
incoming photon energy (lab) = 0.5 GeV
scattering angle (lab) = 120 degrees
outgoing photon energy (lab) = 0.2857 GeV
s - kappa^2 = 25.6819 1/fm^2
u - kappa^2 = -14.6754 1/fm^2
f(s) = 0.08704 (dimensionless)
f(u) = 0.45059 (dimensionless)
Contraction with q1, in-plane e2 (lab choice):
  naive, local propagators = 4.3555 1/fm
  naive, dressed propagators = 4.0068 1/fm
  nonlocal action, magnitude below 1e-8 1/fm: True
Seagull factor needed by the naive rule (dimensionless):
  e2 in plane = 0.00758
  e2 shifted by q2/kappa = -0.07870
Polarization average of (amplitude/2)^2 (dimensionless):
  nonlocal action, lab choice = 0.62500
  nonlocal action, centre-of-mass choice = 0.62500
  naive, lab choice = 0.62500
  naive, centre-of-mass choice = 0.72497
  naive with dressed propagators, c.m. choice = 0.69080
  naive c.m. excess over true value = 16.00 percent
In-plane amplitude, centre-of-mass choice (dimensionless):
  local seagull = 1.42857
  extra contact term = -0.23546
  pole part with f = -0.19311
  total = 1.00000
  point-scalar u pole = -0.42857
  naive total = 1.34156
Three-photon test amplitude:
  extended scalar = -0.011942 fm
  point scalar = -0.011942 fm
Charge form factor:
  momentum transfer hbar c Q = 0.5 GeV
  F(-Q^2) = 0.71910 (dimensionless)
  rms charge radius = 0.6042 fm = 6.0419e-16 m
Virtual incoming photon:
  q1^2 = -8.0256 1/fm^2
  F(q1^2) = 0.67192 (dimensionless)
  contraction if F multiplies poles only = 2.1598 1/fm
every check passed
```
